# Transmission at the top of a rectangular barrier, and bare WKB

**The situation.** An electron of mass $m$ moves along $x$ in the potential

$$
V(x)=\begin{cases}V_0, & 0<x<d,\\ 0, & \text{elsewhere},\end{cases}\qquad V_0>0 .
$$

The mass is the same in the barrier and in both electrodes. The motion is coherent and elastic. The energy $E$ is that of the motion along $x$, measured from the band edge of the electrodes, and $k=\sqrt{2mE}/\hbar$. The electron arrives from the left. Except where stated otherwise, $E=V_0$.

## Part (a)

**Question.** Solve the Schrödinger equation in the three regions and find the transmission probability $T$ and the reflection probability $R$.

**Answer.** Inside the barrier the Schrödinger equation is

$$
-\frac{\hbar^2}{2m}\psi''=(E-V_0)\psi=0 ,
$$

so $\psi''=0$ and the general solution is a straight line, $\psi=A+Bx$, with complex $A$ and $B$. Outside, take an incident wave of unit amplitude:

$$
\psi=e^{ikx}+r\,e^{-ikx}\quad(x<0),\qquad \psi=t\,e^{ik(x-d)}\quad(x>d).
$$

Measuring the phase of the transmitted wave from $x=d$ changes the phase of $t$ but not $|t|^2$. No wave arrives from the right.

The potential is finite, so $\psi$ and $\psi'$ are continuous. At $x=d$,

$$
A+Bd=t,\qquad B=ikt\quad\Rightarrow\quad A=t(1-ikd).
$$

At $x=0$,

$$
1+r=A=t(1-ikd),\qquad ik(1-r)=B=ikt\quad\Rightarrow\quad 1-r=t .
$$

Adding the two relations removes $r$:

$$
2=t(2-ikd)\quad\Rightarrow\quad t=\frac{1}{1-ikd/2}.
$$

The second relation then gives

$$
r=1-t=\frac{-ikd/2}{1-ikd/2}.
$$

Probabilities are ratios of fluxes. The mass and wave number are the same on both sides, so the velocities cancel and

$$
\boxed{T=|t|^2=\frac{1}{1+(kd/2)^2}},\qquad R=|r|^2=\frac{(kd/2)^2}{1+(kd/2)^2}.
$$

These add to one, as conservation of probability requires. Half the electrons pass when $kd=2$. For $kd\gg1$, $T\approx4/(kd)^2$: at this energy the transmission falls as a power of the thickness, not exponentially.

## Part (b)

**Question.** The electron has just enough energy to stand on the barrier. Use the wave function inside to explain why it is nevertheless partly reflected.

**Answer.** Inserting $A$ and $B$ gives, inside the barrier,

$$
\psi=t\,[1+ik(x-d)],\qquad |\psi|^2=T\,[1+k^2(x-d)^2].
$$

The flux is

$$
j=\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi')
=\frac{\hbar}{m}\,T\,\mathrm{Im}\{[1-ik(x-d)]\,ik\}=\frac{\hbar k}{m}T .
$$

It is the same at every $x$, although the density is not. A straight line can carry current because its two coefficients differ in phase.

Suppose now that nothing were reflected. Then $r=0$ and $T=1$, and the density at $x=0$ would be that of the incident wave, which is 1. The solution inside would instead require $1+k^2d^2$, which exceeds 1 for any $d>0$. The contradiction shows that a reflected wave is needed.

For a thick barrier $t\to0$ and $r\to+1$. The slope at the entrance, $ikt$, then tends to zero, and the density there, $T(1+k^2d^2)$, tends to 4. The electrode holds a standing wave with a maximum at the interface. An infinitely high wall would give $r=-1$ and a node there.

## Part (c)

**Question.** Bare WKB keeps the exponential alone, $T_{\rm W}=\exp\!\left(-2\int_0^d\kappa\,dx\right)$, with $\kappa=\sqrt{2m(V_0-E)}/\hbar$. What does it predict at $E=V_0$, by what factor is it wrong, and why?

**Answer.** At $E=V_0$, $\kappa=0$ throughout the barrier, so the exponent vanishes and $T_{\rm W}=1$ for every thickness. Relative to the true value it is too large by

$$
\frac{T_{\rm W}}{T}=1+\left(\frac{kd}{2}\right)^2,
$$

which tends to one only as $kd\to0$.

The exponential describes attenuation inside the barrier and leaves out the matching at its faces. At $E=V_0$ there is no exponential attenuation, and the reflection comes from matching the straight line inside to the waves outside. At $\kappa=0$ itself the two functions $\exp(\pm\kappa x)$ coincide in one constant, whereas the matching needs two independent solutions, $1$ and $x$. The second is the limit of $\sinh(\kappa x)/\kappa$, so matching both exponentials at $\kappa>0$ and only then letting $\kappa\to0$ gives the right result, as part (d) shows.

## Part (d)

**Question.** Find $T$ for $E<V_0$. Show that it joins the result of part (a), and find where an exponential with a prefactor is valid.

**Answer.** The solution inside that has value $t$ and slope $ikt$ at $x=d$ is

$$
\psi=t\left[\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d)\right].
$$

Since $\cosh$ is even and $\sinh$ is odd, matching at $x=0$ gives

$$
1+r=t\left[\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d\right],
$$

$$
1-r=\frac{\psi'(0)}{ik}=t\left[\cosh\kappa d+\frac{i\kappa}{k}\sinh\kappa d\right],
$$

where $-\kappa/(ik)=i\kappa/k$ was used. Adding and dividing by $2t$,

$$
\frac1t=\cosh\kappa d+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa d .
$$

Take the squared modulus and use $\cosh^2=1+\sinh^2$ together with $1+\frac14(a-1/a)^2=\frac14(a+1/a)^2$ for $a=\kappa/k$:

$$
\frac1T=1+\frac14\left(\frac\kappa k+\frac k\kappa\right)^2\sinh^2\kappa d
=1+\frac{V_0^2\sinh^2\kappa d}{4E(V_0-E)} .
$$

The last form follows from $k^2\propto E$, $\kappa^2\propto V_0-E$ and $k^2+\kappa^2\propto V_0$, with the same constant in each.

*Limit at the top.* Write the middle form as

$$
\frac1T=1+\frac{(k^2+\kappa^2)^2}{4k^2}\left(\frac{\sinh\kappa d}{\kappa}\right)^2 .
$$

As $\kappa\to0$ the last bracket tends to $d$, and $1/T\to1+k^2d^2/4$, as in part (a). Above the top, $\kappa=iq$ turns the bracket into $\sin(qd)/q$, which has the same limit, so $T$ is continuous there. The limit is a good approximation when $|\kappa|d\ll1$ and $|E-V_0|\ll V_0$. The first condition reads $|E-V_0|\ll\hbar^2/(2md^2)$.

*Thick barrier.* If $\kappa d\gg1$, then $\sinh^2\kappa d\approx e^{2\kappa d}/4$. The factor $V_0^2/[4E(V_0-E)]$ is never below 1, so the second term of $1/T$ is then much larger than 1, and

$$
T\approx\frac{16E(V_0-E)}{V_0^2}\,e^{-2\kappa d}.
$$

At the top $\kappa d\gg1$ fails, and this estimate goes to zero. Bare WKB errs there in one direction and the version with the prefactor in the other.

## Part (e)

**Question.** Evaluate the results for $V_0=1.5$ eV, $d=2$ nm and $m=0.20\,m_0$, where $m_0$ is the free-electron mass. These are rough typical values for a hafnium dioxide film on silicon.

**Answer.** With $\hbar^2/(2m_0)=0.0381$ eV nm²,

$$
k=\sqrt{\frac{0.20\times1.5}{0.0381}}\ \text{nm}^{-1}=2.806\ \text{nm}^{-1},\qquad \frac{kd}{2}=2.806,
$$

$$
T=\frac{1}{1+2.806^2}=0.113,\qquad R=0.887 .
$$

Bare WKB is too large by a factor of 8.9. The density at the entrance is 3.66 times that of the incident wave, already near the thick-barrier value of 4. Half transmission would need a film of $2/k=0.71$ nm.

With energy and mass held fixed, the thickness acts as follows.

| $d$ (nm) | $T$ | $4/(kd)^2$ |
|---|---|---|
| 1 | 0.337 | 0.508 |
| 2 | 0.113 | 0.127 |
| 4 | 0.0308 | 0.0317 |
| 8 | 0.00787 | 0.00794 |

Doubling the film from 4 to 8 nm lowers $T$ by a factor of 3.9, close to the factor of 4 of the power law.

With $d=2$ nm held fixed, the energy acts as follows.

| $E$ (eV) | $T$ | bare WKB | with prefactor |
|---|---|---|---|
| 0.75 | 0.00143 | 0.00036 | 0.00143 |
| 1.20 | 0.0169 | 0.0066 | 0.0169 |
| 1.40 | 0.058 | 0.055 | 0.055 |
| 1.49 | 0.105 | 0.400 | 0.042 |
| 1.50 | 0.113 | 1 | 0 |

Halfway up, the prefactor is 4, which is the factor by which bare WKB is too small. At 1.40 eV the prefactor is $16\times1.4\times0.1/1.5^2\approx1.0$, so bare WKB comes close to $T$ by coincidence. It crosses $T$ at 1.406 eV and is too large from there to the top. The energy scale $\hbar^2/(2md^2)$ is 0.048 eV, and at 1.49 eV, well within it, $T$ is 7% below its value at the top.

## Part (f)

**Question.** How far can $T=0.113$ be trusted for a real gate stack?

**Answer.** It is a model value, and several neglected effects change it by factors of two or more. Each is added alone below, with the 2 nm film kept and, except under *Temperature*, with $E=1.5$ eV; the material parameters are again rough.

*Unequal masses.* If the electrodes have mass $m_e$ and the barrier $m_b$, the usual matching rule keeps $\psi$ and $\psi'/m$ continuous, which conserves flux. Then $B=ikt\,m_b/m_e$, while $1-r=t$ still holds. The algebra of part (a) is unchanged except that $k$ becomes $k\,m_b/m_e$, with $k$ now calculated from $m_e$. For electrons with silicon's heavy mass along $x$, $m_e\approx0.92\,m_0$, this gives $T=0.37$. Flux conservation alone does not fix the rule: continuity of $m^a\psi$ and $m^{-1-a}\psi'$ conserves flux for any $a$, and $a=-1/2$ gives $T=0.027$ instead. The parabolic heavy mass is also outside its range here, since it gives $k=6.0$ nm$^{-1}$ while the valley lies about 1.7 nm$^{-1}$ from the zone boundary. The number shows only how sensitive $T$ is to the matching.

*Nonparabolic band.* At 1.5 eV silicon's band is far from parabolic. Take $E(1+\alpha E)=\hbar^2k^2/(2m)$ with $\alpha=0.5$ eV$^{-1}$ and $m=0.20\,m_0$. This dispersion is that of a two-band model, in which the conduction-band envelope is matched with the energy-dependent mass $m(1+\alpha E)$, and $T=0.18$. Matching instead with the mass $m(1+2\alpha E)$ read from the velocity $\hbar^{-1}dE/dk=\hbar k/[m(1+2\alpha E)]$ also conserves flux but gives $T=0.31$, so the size of this effect depends on the matching rule.

*Field.* A field of 1 MV/cm lowers the far side of the barrier and the collecting band by 0.2 eV. Numerical integration of the Schrödinger equation gives $T=0.22$. No part of the path is forbidden, so bare WKB still predicts unity. The value depends strongly on the size and sign of the field: 3 MV/cm gives $T=0.69$, and 1 MV/cm in the opposite direction gives $T=0.058$.

*Image force.* Midway between two metal plates, the image charges alternate in sign at distances $d,2d,3d,\dots$ on both sides. With the factor ½ for induced charge, the energy is lowered by $e^2\ln2/(4\pi\varepsilon_0\varepsilon_r d)=0.125$ eV for an optical permittivity $\varepsilon_r=4$. Lowering the whole barrier by this amount gives $T=0.28$. This is a rough estimate: between two metal plates the lowering is smallest at the midplane and grows toward the faces, so the midplane value understates it; the full profile, cut off 0.05 to 0.2 nm from the faces, gives $T=0.37$ to $0.40$. Silicon is also not a metal: for electrodes of permittivity 11.7 the midplane lowering is 0.072 eV, and $T$ is 0.19 with that value or about 0.25 with the full profile.

*Interlayer.* A real stack can contain a thin silicon dioxide layer next to the silicon. A layer of 0.5 nm with a barrier of 3.1 eV and mass $0.5\,m_0$, placed on the entrance side, reduces $T$ to 0.0022 by the same numerical integration. The side does not matter: the same layer on the exit side gives the same $T$. This factor of about 50 is the largest of the changes calculated here, but it depends strongly on the rough inputs: it is about 8 for a 0.3 nm layer, about 800 for 0.8 nm, and about 20 for 0.5 nm with mass $0.3\,m_0$.

*Temperature.* At 300 K, $k_BT=0.026$ eV, and moving $E$ by that amount down or up gives $T=0.095$ or $0.134$. The Boltzmann factor $e^{-V_0/k_BT}$ is about $6\times10^{-26}$. The result therefore concerns hot electrons that have been raised to this energy, not the thermal electrons near the silicon band edge.

Scattering in the film and the matching of crystal momentum parallel to the interface are also left out, and their effect is not estimated here. The value 0.113 illustrates reflection at a barrier top; it does not predict a leakage current.
